\section*{Magnetization Direction and False Low-Field Peaks in Mössbauer Field Distributions}

\section{The decision}

An electronic-structure calculation with spin--orbit coupling asks for a magnetization direction. Suppose that the hyperfine fields computed at the iron sites of a disordered magnet are to be compared with a field distribution extracted from a $^{57}$Fe Mössbauer spectrum, and that the extracted distribution has a small peak well below the main one. Should the structural model be enlarged to include low-field sites?

The answer depends on the angle between the hyperfine field and the gamma beam. This angle fixes the relative areas of the six absorption lines. If the extraction assumed middle lines that are too weak, it can create the small peak by itself. The direction chosen in the calculation, together with the beam direction, predicts the ratio that the extraction should have used.

The analysis below takes a thin absorber with zero isomer shift and quadrupole splitting, one Lorentzian width for all lines, and a known baseline. The area ratio is first taken to be the same at every field.

\section{From the field direction to the line areas}

Let $B\ge0$ be the magnitude of the hyperfine field and $\mu_g,\mu_e$ the nuclear moments of the ground level ($I=1/2$) and excited level ($I=3/2$), in nuclear magnetons $\mu_N$. The Zeeman energy of a level is $-(\mu/I)\mu_N B m$, so
\begin{equation}
E_g(m)=-2\mu_g\mu_N B m,\qquad E_e(m)=-\tfrac23\mu_e\mu_N B m .
\end{equation}
Starting from $m_g=-1/2$, the transitions to $m_e=-3/2,-1/2,+1/2$ have energy shifts, in units of $\mu_N B$,
\begin{equation}
\mu_e-\mu_g,\qquad \tfrac13\mu_e-\mu_g,\qquad -\tfrac13\mu_e-\mu_g .
\end{equation}
Reversing both $m_g$ and $m_e$ reverses each shift. A source velocity $v$ shifts the photon energy $E_\gamma$ by $E_\gamma v/c$ to first order in $v/c$. The lines therefore lie at $\pm a_1B$, $\pm a_2B$ and $\pm a_3B$, with
\begin{equation}
\begin{aligned}
a_1&=\kappa(\mu_g-\mu_e), & a_2&=\kappa(\mu_g-\tfrac13\mu_e),\\
a_3&=\kappa(\mu_g+\tfrac13\mu_e), & \kappa&=\mu_N c/E_\gamma .
\end{aligned}
\end{equation}
The rounded inputs $\mu_g=0.090$, $\mu_e=-0.155$ and $E_\gamma=14.4$ keV give $a_1=0.1608$, $a_2=0.0930$ and $a_3=0.0252$ mm/s per tesla. The last digit depends on the rounding: $\mu_g=0.0904$, $\mu_e=-0.1549$ and $E_\gamma=14.41$ keV give $a_2=0.0932$, $a_3=0.0254$ and the ratios $a_2/a_1=0.579$, $a_3/a_1=0.158$, against $0.578$ and $0.157$ used below.

The areas follow from magnetic dipole absorption, which couples $I=1/2$ to a unit angular momentum with projection $q=m_e-m_g$. Writing the coupled state on the left and $|m_g\rangle|q\rangle$ on the right,
\begin{equation}
\begin{aligned}
|\tfrac32,\tfrac32\rangle&=|\tfrac12\rangle|1\rangle,\\
\sqrt3\,|\tfrac32,\tfrac12\rangle&=|-\tfrac12\rangle|1\rangle+\sqrt2\,|\tfrac12\rangle|0\rangle .
\end{aligned}
\end{equation}
The second line is the first after the lowering operator has acted. The squared coefficients are thus $1$, $2/3$ and $1/3$ for the outer, middle and inner lines. The middle lines have $q=0$, the others $q=\pm1$.

Let $\theta$ be the angle between the photon direction $\hat k$ and the hyperfine field. The magnetic vector of the radiation is perpendicular to $\hat k$. Summed over two polarizations, the coupling to a complex unit vector $u_q$ is $1-|\hat k\cdot u_q|^2$. This is $\sin^2\theta$ for $q=0$, where $u_0$ is along the field, and $1-\frac12\sin^2\theta=\frac12(1+\cos^2\theta)$ for $q=\pm1$. Multiplying by the squared coefficients and by six gives
\begin{equation}
3(1+\cos^2\theta):4\sin^2\theta:(1+\cos^2\theta)=3:x:1,
\end{equation}
\begin{equation}
x=\frac{4\sin^2\theta}{1+\cos^2\theta}.
\label{ratio}
\end{equation}
A field along the beam gives $x=0$, and a field perpendicular to it gives $x=4$. Reversing the field changes nothing.

For several field directions the areas, not the ratios, must be averaged. The three areas before division sum to $4(1+\cos^2\theta)+4\sin^2\theta=8$, so every direction has the same total weight. With $C=\langle\cos^2\theta\rangle$,
\begin{equation}
x=\frac{4(1-C)}{1+C},\qquad C=\frac{4-x}{4+x}.
\end{equation}
Random directions have $C=1/3$ and $x=2$.

\section{Recovering the distribution}

Let $P(B)$ be the normalized field distribution, $A$ the total absorption area, and $g(B)=AP(B)$. The fractional absorption is
\begin{equation}
y(v)=\int_0^\infty g(B)\sum_{i=1}^6 w_iL(v-s_iB)\,dB,
\end{equation}
where $s_i$ are the signed slopes in order of increasing velocity and
\begin{equation}
w=\frac{(3,x,1,1,x,3)}{8+2x},\qquad
L(v)=\frac{\Gamma/(2\pi)}{v^2+\Gamma^2/4}.
\end{equation}
Here $\Gamma$ is the full width at half maximum, and $L$ has unit area.

On a field grid the integral becomes a matrix $K$ acting on the values $g_j$. Noise makes direct inversion unstable, because rapid changes of $g$ are blurred by the linewidth. The smoothed nonnegative fit minimizes
\begin{equation}
F=\chi^2+\lambda R,\qquad g_j\ge0,
\end{equation}
\begin{equation}
\chi^2=\sum_k\frac{[y_k-(Kg)_k]^2}{\sigma_k^2},\qquad
R=\int (g'')^2dB ,
\end{equation}
with $\sigma_k$ the noise in channel $k$ and $g''$ replaced by second differences. Stacking the data rows, divided by $\sigma_k$, above the scaled difference rows gives $F=\|Mg-d\|^2$, an ordinary nonnegative least-squares problem.

A solution can be recognized from $h=M^T(Mg-d)$. For any other permitted vector $g'$,
\begin{equation}
F(g')-F(g)=2(g'-g)\cdot h+\|M(g'-g)\|^2 .
\end{equation}
If all $h_j\ge0$ and all $g_jh_j=0$, the first term is $2g'\cdot h\ge0$, so $g$ is a minimizer. If $M$ has full column rank, the last term is positive for $g'\ne g$ and the minimizer is unique.

The strength $\lambda$ trades fit against smoothness. Let $\lambda_1<\lambda_2$ have solutions with values $(\chi_1^2,R_1)$ and $(\chi_2^2,R_2)$. Each solution is best for its own $\lambda$:
\begin{align}
\chi_1^2+\lambda_1R_1&\le\chi_2^2+\lambda_1R_2, \label{mono}\\
\chi_2^2+\lambda_2R_2&\le\chi_1^2+\lambda_2R_1 .
\end{align}
Adding these gives $(\lambda_2-\lambda_1)(R_2-R_1)\le0$, hence $R_2\le R_1$. Then (\ref{mono}) gives $\chi_1^2\le\chi_2^2$. One can therefore raise $\lambda$ until $\chi^2$ has grown by a chosen amount. The convention used here is a growth of $\sqrt{2N}$ above an almost unsmoothed fit, where $N$ is the number of channels. This is the standard deviation of a chi-squared variable with $N$ degrees of freedom.

\section{What a wrong ratio does}

Let the data have ratio $x_t$ and distribution $P$, while the fit assumes $x_a$. Which distribution $Q$, if negative values are allowed, gives the same spectrum?

The Fourier transform of $L$ is $e^{-\Gamma|k|/2}$, which has no zero. Equality of the broadened spectra therefore requires equality of the spectra with sharp lines. The sharp spectrum is even in $v$, so its positive half suffices. A line of slope $a$ contributes
\begin{equation}
\int P(B)\,\delta(v-aB)\,dB=\frac1aP\!\left(\frac va\right).
\end{equation}
Put $v=a_1u$ and multiply by $a_1$ to obtain a density in $u$. With $r=a/a_1$, the contribution is
\begin{equation}
(D_rP)(u)=\frac1rP\!\left(\frac ur\right).
\end{equation}
The operator $D_r$ moves a peak from $B_0$ to $rB_0$, narrows it by $r$ and preserves its area. Such operators commute, and $D_rD_s=D_{rs}$.

Let $r_2=a_2/a_1=0.578$, $r_3=a_3/a_1=0.157$, and write $D_2,D_3$ for the corresponding operators. Equal spectra require
\begin{equation}
\frac{3+x_aD_2+D_3}{4+x_a}\,Q=\frac{3+x_tD_2+D_3}{4+x_t}\,P .
\end{equation}
Define $\Delta=x_t-x_a$ and $T=(x_aD_2+D_3)/3$. The numerator on the right is $3(1+T)+\Delta D_2$, so division by $3(1+T)$ gives
\begin{equation}
Q=\frac{4+x_a}{4+x_t}\left[1+\frac{\Delta}{3}D_2(1+T)^{-1}\right]P .
\end{equation}
Using $(1+T)^{-1}=1-T+T^2-\cdots$,
\begin{equation}
Q=\frac{4+x_a}{4+x_t}\left[1+\frac\Delta3D_2-\frac{\Delta x_a}{9}D_2^2-\frac\Delta9D_2D_3+\cdots\right]P .
\label{replicas}
\end{equation}

The first correction has a direct meaning. The data contain surplus area at $\pm a_2B_0$. A component with field $r_2B_0$ has its outer lines there, since $a_1r_2B_0=a_2B_0$. But it also brings middle and inner lines that the data do not contain, and the negative terms remove them.

Every further factor of $T$ moves area to lower fields. If $P$ has an upper limit $B_{\max}$, finitely many terms reach any field above a chosen positive cut. Keep $N_T$ terms of the series for $(1+T)^{-1}$. Multiplying their sum by $1+T$ gives $1-(-T)^{N_T}$ instead of 1, so the part missing from the sharp spectrum is $\Delta D_2(-T)^{N_T}P/(4+x_t)$. Its absolute area is at most $|\Delta|[(x_a+1)/3]^{N_T}$, and its fields do not exceed $r_2^{N_T+1}B_{\max}$. For $x_a\le2$ the area stays bounded while the fields shrink to zero, so a single zero-field line can replace this part.

The sign of $\Delta$ now matters. For $x_t>x_a$ the first replica is positive, and the nonnegative fit can use it. For $x_t<x_a$ it is negative and forbidden. Within this model, and with the correct linewidth, a false peak at $r_2B_0$ thus signals middle lines that were assumed too weak. An underestimated $\Gamma$ can also put false area in this field range: in the example below, noise-free data with $\Gamma=0.32$ mm/s fitted with 0.25 mm/s and the correct $x$ place 2\% of the area between 10 and 18 T.

\section{How large the false peak becomes}

Positivity forbids the negative replicas, so the area $\Delta/3$ relative to the main peak is not generally reached. A simple estimate holds the main component fixed, ignores overlap between different lines, and takes uniform noise. Add a component of relative area $q$ at $r_2B_0$. Its outer lines reduce the surplus to $\Delta-3q$, while its other lines leave errors $x_aq$ and $q$.

The squared error of a line of fixed shape is proportional to area squared divided by width. If the intrinsic linewidth dominates, all widths are equal, and one minimizes
\begin{equation}
(\Delta-3q)^2+x_a^2q^2+q^2
\quad\Rightarrow\quad q=\frac{3\Delta}{10+x_a^2}.
\end{equation}
If the field spread dominates, widths are proportional to slope times field spread. The surplus and the outer lines of the added component then have equal widths; its middle and inner lines are narrower by $r_2$ and $r_3$. Minimizing
\begin{equation}
(\Delta-3q)^2+\frac{x_a^2q^2}{r_2}+\frac{q^2}{r_3}
\end{equation}
requires $-3(\Delta-3q)+x_a^2q/r_2+q/r_3=0$, or
\begin{equation}
q=\frac{3\Delta}{9+x_a^2/r_2+1/r_3}.
\end{equation}
For $\Delta=1$ and $x_a=2$ the two limits are $3/14=0.21$ and $3/(9+6.92+6.39)=0.13$. As fractions $q/(1+q)$ of the total area they are $0.18$ and $0.12$. These are estimates, not bounds: a real fit can also adjust the main component, which changes the false area.

\section{A worked spectrum}

The example uses model parameters, not a particular alloy. The distribution is Gaussian with mean $B_0=25$ T and standard deviation 2.5 T. The true ratio is $x=3$, which for a single angle means $\cos^2\theta=1/7$ and $\theta=67.8^\circ$. The linewidth is 0.25 mm/s and the absorption area 0.30 mm/s. Poisson counts were generated in 256 channels from $-8$ to 8 mm/s, with a baseline of 250,000 counts per channel. The field grid runs from 0 to 45 T in steps of 0.5 T.

With the correct ratio and $\lambda=1$, in units of T$^5$/(mm/s)$^2$, $\chi^2=237$. The permitted rise is $\sqrt{512}=22.6$. Bisection in $\log\lambda$ gives $\lambda=4.4\times10^5$ and $\chi^2=260$. The root-mean-square density error over the grid falls from 0.022 to 0.0015 T$^{-1}$; the true peak density is 0.160 T$^{-1}$. Between 16 and 34 T the recovered mean is 25.0 T and the standard deviation 2.45 T.

Now fit the same counts, at the same $\lambda$, with the random-direction value $x_a=2$. Equation (\ref{replicas}) has the prefactor $6/7=0.857$ and predicts these signed replicas:
\begin{center}
\begin{tabular}{lrr}
Component & Field (T) & Area\\
$D_2$ & 14.46 & $+0.286$\\
$D_2^2$ & 8.36 & $-0.190$\\
$D_2D_3$ & 2.26 & $-0.095$
\end{tabular}
\end{center}
The nonnegative fit has a false peak at 14.5 T. The interval from 10 to 18 T holds 12.4\% of its area, against 0.4\% with the correct ratio. The false fraction is less than half the signed prediction and lies close to the lower, field-spread estimate of the preceding section. Ten other sets of Poisson counts give 11.5 to 12.9\%, on both sides of that estimate.

The peak follows the main field. Noise-free spectra with means of 20 and 30 T, standard deviations of one tenth of the mean, and the same weights and $\lambda$ give false peaks at 12.0 and 17.5 T. The predictions are 11.6 and 17.3 T. The differences are within one grid step.

With $x_a=4$ no area appears between 10 and 18 T, to the four decimals computed, but 2.7\% appears below 8 T. This is a different distortion, and its cause was not tested here.

\section{Can the spectrum reveal the right ratio?}

Within this model, the signed solution shows that a good fit alone does not establish $x$. At $\lambda=1$ and the wrong value $x_a=2$, a fit allowing negative densities reaches $\chi^2=182$. Requiring nonnegative densities raises it to 1206. In this almost unsmoothed comparison, positivity exposes the error. At the chosen $\lambda$, the smoothness penalty also helps to expose it.

At the chosen $\lambda$, nonnegative fits give:
\begin{center}
\begin{tabular}{lrrrrr}
Assumed $x$ & 2.00 & 2.50 & 3.00 & 3.50 & 4.00\\
$\chi^2$ & 1243 & 523 & 260 & 363 & 606
\end{tabular}
\end{center}
A scan in steps of 0.25 also has its minimum at 3.00. Positivity is effective here because the low fields are nearly empty. If the true distribution has enough density there, the negative replicas at fields that the linewidth resolves can be absorbed, and the wrong ratio then fits with almost no positivity penalty. The density needed is large: for noise-free data at $\lambda=1$ and $x_a=2$, $\chi^2$ falls from 943 to 227, 35 and 2 when 20, 40 and 60\% of the area is spread evenly between 0 and 20 T. Poor counting statistics can also hide the rise in $\chi^2$.

\section{Choosing the direction and reading the peak}

Set the magnetization direction to that of the measured sample, including any applied field that turns it. Use the angle between the beam and the total field at the nucleus in (\ref{ratio}). This is the vector sum of the hyperfine field and any applied field; orbital and dipolar contributions can tilt it away from the magnetization. If the sample has randomly oriented grains, each magnetized along its own crystal axis, average the line areas over beam directions instead of taking the ratio from one calculated orientation. A collinear calculation without spin--orbit coupling does not fix the spin axis relative to the lattice, so $x$ must then come from knowledge of the sample.

If field size and direction are strongly correlated from site to site, one common $x$ can be inadequate. Sum the calculated sextets with each site's own field and angle, and compare that spectrum with the data. A thick absorber also breaks the assumed ratios, because the area of a strong line saturates sooner than that of a weak one. The area of the worked example is already at the margin: for a resonant fraction of 0.7 in the beam, saturation would reduce the deepest absorption by about 0.004, twice the channel noise, and lower the best $x$ by less than 0.1.

Before adding low-field sites to the structural model, compare the small peak's field with $0.58B_0$, check the assumed linewidth, and repeat the extraction over a range of $x$. A peak that disappears as $\chi^2$ falls to an acceptable value does not require new sites. It does not exclude them either, because a slightly too large $x$ can absorb much of a weak real component near $0.578B_0$. Under the conditions of the worked example, this can happen while $\chi^2$ rises by less than the permitted $\sqrt{2N}$: a real component of 2\% area at 14.5 T, with standard deviation 1.45 T, disappears at $x_a=3.2$ while $\chi^2$ changes from 259 to 260. An independent value of $x$ is then needed. For a textured sample, a second spectrum at another beam angle gives a further criterion. If tilting leaves the magnetization fixed in the sample, a real site keeps its share of $P$ when the correct $x$ is used at each angle. With $x_a$ held fixed, the driving term $\Delta=x_t-x_a$ of a false peak changes whenever the tilt changes $\langle\cos^2\theta\rangle$. Choose the tilt axis accordingly: if all moments lie along it, $x_t$ does not change and the second spectrum gives no new information.
